# Gelation and mass loss for a product coagulation kernel

A moment model of powder formation in a deposition reactor can fail while every collision in it conserves mass. If the collision rate of two clusters is proportional to the product of their masses, the second mass moment obeys a closed equation whose solution grows to infinity at a finite time and is negative afterwards. A calculation that steps over this time, with the cluster mass held constant, returns mean sizes without meaning. What fails is the assumption that all mass stays in clusters of finite size.

## Setting and statement

Let \(n_k(t)\) be the number density of clusters made of \(k\) primary units, in a uniform and infinitely large system. Spatial correlations are neglected (mean field), and clusters do not break. An \(i\)-cluster and a \(j\)-cluster merge with rate coefficient \(K_{ij}=\beta ij\). Write

\[
M_p(t)=\sum_{k\ge1}k^p n_k(t),\qquad \mu_p=M_p(0).
\]

\(M_1\) is the density of units in finite clusters, the sol. Initially all units are in the sol, and \(\mu_1,\mu_2,\mu_3\) are finite and positive. The populations obey

\[
\frac{dn_k}{dt}=\frac{\beta}{2}\sum_{i+j=k}ij\,n_in_j-\beta k\,n_kM(t). \tag{1}
\]

The factor \(1/2\) removes the double counting of \((i,j)\) and \((j,i)\). \(M\) is the density of units with which a cluster can collide. If mass has gone into an infinite cluster, the gel, equation (1) needs one more physical assumption:

- **Reacting gel:** the gel still captures finite clusters, so \(M=\mu_1\).
- **Inert gel:** it does not, so \(M=M_1(t)\), which is taken to be continuous in time.

**Theorem.** Let \(t_g=1/(\beta\mu_2)\).

(a) For \(t<t_g\), in both cases, \(M_1=\mu_1\) and
\[
M_2(t)=\frac{\mu_2}{1-\beta\mu_2t}. \tag{2}
\]
(b) For \(t>t_g\), \(M_1<\mu_1\) in both cases. With a reacting gel \(M_2\) is finite again; with an inert gel it stays infinite.

(c) For small \(\varepsilon=t/t_g-1>0\), the lost mass is, to leading order, \(2\varepsilon\mu_2^2/\mu_3\) for a reacting gel and \(\varepsilon\mu_2^2/\mu_3\) for an inert one.

## Why the second moment runs away

Before any mass is lost, \(M=M_1\). Multiply (1) by a weight \(\varphi_k\) and sum. The loss term, made symmetric in \(i\) and \(j\), combines with the gain:

\[
\frac{d}{dt}\sum_k\varphi_kn_k=\frac{\beta}{2}\sum_{i,j}ij\,n_in_j\,(\varphi_{i+j}-\varphi_i-\varphi_j).
\]

For \(\varphi_k=k\) the bracket vanishes and \(M_1\) is constant. For \(\varphi_k=k^2\) it is \((i+j)^2-i^2-j^2=2ij\), so

\[
\frac{dM_2}{dt}=\beta\Big(\sum_i i^2n_i\Big)^2=\beta M_2^2,\qquad \frac{d}{dt}\frac1{M_2}=-\beta ,
\]

which integrates to (2). Large clusters collide faster and thereby become larger still.

This calculation splits a convergent sum into separate gain and loss sums. For \(\varphi_k=k\) these are of size \(M_1M_2\), for \(\varphi_k=k^2\) of size \(M_1M_3\). If they diverge, their difference need not vanish, and conservation in each collision no longer implies conservation of the sum. The proof below avoids the assumption that they are finite.

## Lemma 1: a transport equation

For \(s>0\) define \(u(s,t)=\sum_k k\,n_ke^{-ks}\), with \(u_0(s)=u(s,0)\). Then

\[
\partial_tu+\beta(u-M)\,\partial_su=0. \tag{3}
\]

**Proof.** The exponential makes all sums converge for \(s>0\). Multiply (1) by \(ke^{-ks}\) and sum. Since \(ke^{-ks}=-\partial_se^{-ks}\), and the double sum factorizes, the gain gives

\[
-\frac{\beta}{2}\,\partial_s\Big(\sum_i i\,n_ie^{-is}\Big)\Big(\sum_j j\,n_je^{-js}\Big)=-\frac{\beta}{2}\,\partial_su^2=-\beta u\,\partial_su .
\]

The loss gives \(-\beta M\sum_kk^2n_ke^{-ks}=+\beta M\,\partial_su\). Adding the two gives (3). ∎

As \(s\to0^+\), \(u\to M_1\) and \(-\partial_su\to M_2\), so the moments are read at the edge \(s=0\).

## Lemma 2: labels

By (3), \(u\) is constant along curves with \(ds/dt=\beta(u-M)\). A curve that starts at \(s=a\) carries \(u_0(a)\) and is at

\[
S_t(a)=a+\beta t\,u_0(a)-\beta\int_0^tM\,dt' . \tag{4}
\]

Because \(u\le M_1\le M\), the curves never move to larger \(s\). Every point \(s>0\) at time \(t\) can therefore be traced back to a label \(a\ge s\). Curves do not cross while \(s>0\), so these labels fill an interval \((b,\infty)\), on which \(S_t\) increases from \(S_t(b)=0\). Hence

\[
M_1(t)=u_0(b(t)). \tag{5}
\]

Let \(q(a)=-u_0'(a)=\sum_kk^2n_k(0)e^{-ka}\). It decreases strictly from \(q(0)=\mu_2\) to zero. Then \(S_t'(a)=1-\beta t\,q(a)\) increases with \(a\), so \(S_t\) is strictly convex. Since \(-\partial_su=q(a)\,da/ds\) and \(da/ds=1/S_t'(a)\),

\[
M_2(t)=\lim_{a\to b^+}\frac{q(a)}{1-\beta t\,q(a)}. \tag{6}
\]

## Proof for a reacting gel

With \(M=\mu_1\), (4) becomes \(S_t(a)=a-\beta t[\mu_1-u_0(a)]\). This has \(S_t(0)=0\) and \(S_t'(0)=1-\beta t\mu_2=1-t/t_g\).

If \(t\le t_g\), the slope at zero is not negative. By convexity \(S_t\) increases for all \(a>0\), so \(b=0\). Then (5) gives \(M_1=\mu_1\), and (6) gives (2), with an infinite value at \(t_g\).

If \(t>t_g\), \(S_t\) first falls below zero and then rises, crossing zero at one positive \(a\). This is \(b\), because \(S_t\) must increase beyond it:

\[
b=\beta t\,[\mu_1-u_0(b)],\qquad b>0. \tag{7}
\]

Hence \(M_1=u_0(b)<\mu_1\). A strictly convex function that crosses zero upwards has \(S_t'(b)>0\), so (6) is finite. The positive root appears when the slope at zero changes sign, which is also when (2) diverges: the divergence and the onset of mass loss are one event. ∎

## Proof for an inert gel

Now \(M=M_1=u_0(b)\), and \(S_t(b)=0\) reads \(b+\beta t\,u_0(b)=\beta\int_0^tM_1dt'\). Let \(g(t)=1-\beta t\,q(b(t))\), the slope of \(S_t\) at \(b\), which by Lemma 2 is not negative. As \(M_1\) is continuous, so are \(b\) and \(g\). Where \(g>0\), \(b\) is differentiable, and the time derivative is

\[
b'+\beta u_0(b)-\beta t\,q(b)\,b'=\beta M_1=\beta u_0(b)\quad\Rightarrow\quad g\,b'=0 .
\]

So \(b\) is constant wherever \(g>0\).

For \(t<t_g\), \(q(b)\le\mu_2\) gives \(g\ge1-t/t_g>0\). Therefore \(b\) keeps its initial value zero, which proves (a).

At \(t_g\), \(g=0\). Suppose \(g\) were positive at some later time. Go back to the last earlier time at which \(g=0\). Since then \(b\) has been constant, so \(g=1-\beta t\,q(b)\) has decreased and cannot have become positive. Hence \(g=0\) for all \(t\ge t_g\):

\[
q(b)=\frac1{\beta t},\qquad M_1=u_0(b). \tag{8}
\]

For \(t>t_g\) the right side of the first equation is below \(\mu_2\), so \(b>0\) and mass has been lost. The denominator of (6) tends to zero, so \(M_2\) is infinite. ∎

## Proof of part (c)

For small \(b\), \(\mu_1-u_0(b)\approx\mu_2b-\mu_3b^2/2\) and \(q(b)\approx\mu_2-\mu_3b\). Put \(\beta t=(1+\varepsilon)/\mu_2\). Dividing (7) by \(b\) gives

\[
1=(1+\varepsilon)\Big(1-\frac{\mu_3b}{2\mu_2}\Big)\quad\Rightarrow\quad b\approx\frac{2\varepsilon\mu_2}{\mu_3}.
\]

Equation (8) gives \(\mu_2-\mu_3b\approx\mu_2(1-\varepsilon)\), so \(b\approx\varepsilon\mu_2/\mu_3\). In both cases the lost mass is \(\mu_2b\) to leading order. ∎

With a reacting gel the sol at first loses mass twice as fast as with an inert one. All of this loss is capture by the gel: while \(M_2\) is finite, multiplying (1) by \(k\) and summing gives \(dM_1/dt=\beta M_1M_2-\beta\mu_1M_2=-\beta(\mu_1-M_1)M_2\).

## Equal primaries

Let all clusters be single units at first, with density \(N_0\). Then \(u_0=N_0e^{-s}\), \(\mu_1=\mu_2=N_0\), and \(\tau=\beta N_0t=t/t_g\). With \(\sigma=M_1/N_0=e^{-b}\), (7), (6) and (8) become

\[
\text{reacting: }\ \sigma=e^{-\tau(1-\sigma)},\quad \frac{M_2}{N_0}=\frac{\sigma}{1-\tau\sigma};\qquad \text{inert: }\ \sigma=\frac1\tau .
\]

In the first equation the root below one is taken. At \(\tau=1.5\) the sol fractions are 0.417 and 0.667; at \(\tau=3\) they are 0.060 and 0.333. With a reacting gel \(M_2/N_0\) has fallen to 1.11 at \(\tau=1.5\), because the gel removes large clusters first.

The size distribution follows from (4) with \(M=N_0\). Put \(y=u/N_0=e^{-a}\). Then \(s=a-\tau(1-y)\), or \(e^{-s}=y\,e^{\tau(1-y)}\). With \(w=\tau y\) this is \(we^{-w}=x\), where \(x=\tau e^{-\tau}e^{-s}\). Lagrange inversion gives the coefficient of \(x^k\) in \(w\) as \(\tfrac1k\) times the coefficient of \(w^{k-1}\) in \(e^{kw}\), which is \(k^{k-1}/k!\). Since \(u=N_0w/\tau\) has the coefficient \(k\,n_k\) at \(e^{-ks}\),

\[
n_k=N_0\frac{k^{k-2}}{k!}\,\tau^{k-1}e^{-k\tau}. \tag{9}
\]

This holds for a reacting gel at all times and for an inert gel up to \(t_g\). At \(\tau=1\), Stirling's formula \(k!\approx\sqrt{2\pi k}\,k^ke^{-k}\) gives \(n_k\approx N_0k^{-5/2}/\sqrt{2\pi}\). The sum for \(M_1\) then converges and that for \(M_2\) does not.

**Where the mass goes.** After \(t_g\), with an inert gel, \(n_k(t)=n_k(t_g)/\tau\). To see this, differentiate (9): \(dn_k/d\tau=[(k-1)/\tau-k]\,n_k\). At \(\tau=1\) the loss term is \(k\,n_k\), so the gain is \((k-1)n_k\). For the scaled solution both terms are divided by \(\tau^2\), and their difference is \(-n_k(t_g)/\tau^2\), the derivative of \(n_k(t_g)/\tau\).

The tail is thus \(Ak^{-5/2}\) with \(A=N_0/(\sqrt{2\pi}\,\tau)\). An \(i\)-cluster with \(i\le K\) carries \(i\) units past size \(K\) when it meets a partner with \(j>K-i\). With \(i=Kx\) and \(j=Kz\), all powers of \(K\) cancel for large \(K\), and the mass flux is

\[
J=\beta A^2\int_0^1\frac{dx}{\sqrt x}\int_{1-x}^\infty\frac{dz}{z^{3/2}}
=2\beta A^2\int_0^1\frac{dx}{\sqrt{x(1-x)}}=2\pi\beta A^2=\frac{\beta N_0^2}{\tau^2}.
\]

This equals \(-dM_1/dt\) for \(M_1=N_0/\tau\). Mass passes every large size at the same rate and leaves the finite sizes altogether.

## Remark: a finite vessel

With finitely many units nothing diverges. The product kernel lets every pair of units bond at the same rate, so the clusters are those of a random graph. In one such graph of \(10^6\) units with \(750\,000\) random bonds, which corresponds to \(\tau=1.5\), the largest cluster held 0.584 of the units; the reacting-gel formula gives 0.583. At \(\tau=1\), averages over 300 graphs gave \(M_2/M_1=15.4\) for 1000 units and 70.2 for 64 000. The ratio, 4.6 with a sampling error of about 0.2 (larger samples give 4.45 ± 0.07), is somewhat above 4, the cube root of 64, so over this range the growth is roughly, but not exactly, as the cube root of the number of units.

## Silicon powder in a silane reactor

Take rough values for a hot-wall, low-pressure silane reactor in which powder forms: silicon spheres of diameter \(d=5\) nm and density 2.33 g/cm³, \(N_0=10^{11}\) cm⁻³, 900 K, and 10 Torr of nitrogen containing 1 Torr of silane. The number density is the least certain input, since it can vary by orders of magnitude with conditions; \(t_g\) scales as \(1/N_0\).

A sphere has mass \(m=1.525\times10^{-19}\) g. Two of them have reduced mass \(m/2\) and mean relative speed \(\bar v=\sqrt{16k_BT/(\pi m)}=20.4\) m/s. They touch when their centres are \(d\) apart. Setting \(\beta\) equal to the collision rate of two primaries,

\[
\beta=\pi d^2\bar v=\pi(5\times10^{-7}\,\text{cm})^2(2037\,\text{cm/s})=1.60\times10^{-9}\ \text{cm}^3/\text{s},
\]
\[
t_g=\frac1{\beta N_0}=\frac1{160\ \text{s}^{-1}}=6.25\ \text{ms}.
\]

In this model \(M_2/M_1\), the mass-weighted mean cluster size, is 2 at 3.1 ms, 10 at 5.6 ms and 100 at 6.19 ms.

**The true size dependence.** Real neutral particles at this pressure collide ballistically; attraction between them is left out until the next subsection. If a cluster of \(i\) units has radius proportional to \(i^{1/D}\),

\[
\frac{K_{ij}}{K_{11}}=\frac{(i^{1/D}+j^{1/D})^2}{4}\sqrt{\frac12\Big(\frac1i+\frac1j\Big)}\le\frac{i+j}{2}\le ij\qquad(D\ge2).
\]

The first bound uses \(i^{1/D}\le i^{1/2}\), \((\sqrt i+\sqrt j)^2\le2(i+j)\), and a square root not above one. The second holds because \(i\) and \(j\) are each at most \(ij\). While the moments are finite, \(dM_2/dt=\sum_{i,j}K_{ij}\,ij\,n_in_j\), so

\[
\frac{dM_2}{dt}\le\frac{K_{11}}2\sum_{i,j}(i+j)\,ij\,n_in_j=K_{11}M_1M_2,\qquad M_2\le\mu_2e^{K_{11}\mu_1t}.
\]

The bound is finite at every finite time, so Brownian collisions of this kind do not gel in this mean-field model. The proof covers only \(D\ge2\). Aggregates grown by cluster–cluster collisions often have \(D\approx1.8\)–1.9, and there the formula exceeds \((i+j)/2\) for very unequal pairs (for \(j=1\), above \(i\approx4\times10^3\) at \(D=1.78\) and \(i\approx4\times10^8\) at \(D=1.9\)). Numerical integration of the populations up to size 200 gives \(M_2/M_1=2.1\) at 6.25 ms for compact spheres (\(D=3\)) and 2.3 for open aggregates (\(D=2\)), where the product kernel gives infinity. Two compact 10-unit clusters merge 68 times more slowly than the product kernel assumes. Of the corrections considered here, this one decides the outcome.

**Other corrections.** A size-independent wall loss \(\gamma\) changes the moment equation to \(dM_2/dt=\beta M_2^2-\gamma M_2\). For \(f=1/M_2\) this is \(df/dt=\gamma f-\beta\), with solution \(f=\beta/\gamma+(1/\mu_2-\beta/\gamma)e^{\gamma t}\), which vanishes at

\[
t=-\frac{1}{\gamma}\ln(1-\gamma t_g),
\]

and never if \(\gamma t_g\ge1\). For specular gas scattering the drag coefficient of a small sphere is \(\tfrac13\pi d^2n_{\rm gas}m_{\rm gas}\bar v_{\rm gas}\), which gives a diffusion coefficient \(\mathcal D=1.15\) cm²/s. This treats the gas molecules as points; a nitrogen diameter of 0.37 nm lowers the value to 1.0 cm²/s, and diffuse scattering lowers it further to 0.7–0.8 cm²/s. The slowest diffusion mode across a gap \(L=2\) cm has \(\gamma=\mathcal D(\pi/L)^2=2.8\) s⁻¹, so \(\gamma t_g=0.018\) and a uniform loss at this rate would move the model's gel time to 6.31 ms. This shows only the size of the effect. The diffusion length \(\sqrt{\mathcal Dt_g}\approx0.085\) cm is far below \(L\), so the loss is not uniform: a uniform powder loses about 10% of its mass near the walls within \(t_g\), while the divergence in the middle of the gap stays at 6.25 ms. If one silane impact in \(10^4\) deposits a silicon atom, an assumed value, the primaries gain about 3% in mass within \(t_g\). Attraction is not small: classical capture in the van der Waals potential of two such spheres raises their collision rate at 900 K by a factor of 1.85 to 2.2 for Hamaker constants of 1 to \(2.5\times10^{-19}\) J. An attraction that doubled \(\beta\) would halve \(t_g\) to 3.1 ms.

For this powder, then, 6.25 ms is not a predicted gelation time. It is a lower limit under definite conditions: if \(K_{ij}\le\beta ij\), which fails for this \(\beta\) when attraction raises the collision rate of two primaries, as van der Waals attraction does for neutral silicon particles, and if nucleation, surface growth, wall loss and breakage are negligible, then \(dM_2/dt\le\beta M_2^2\), and a residence time \(t<t_g\) keeps \(M_2/M_1\) at or below \(1/(1-t/t_g)\). With the hard-sphere kernel multiplied by a size-independent capture factor of 2.1, compact spheres reach \(M_2/M_1=1.66\) at \(0.3\,t_g\), above the value 1.43 of this bound. For the real powder \(\beta\) must include the capture factor, which brings the limit down to about 3 ms.
